# The Spectral Projector as a Contour Integral and Its Midpoint-Rule Filter: verification in Python

```python
"""
Result under test: for a Hermitian matrix H and a circle (centre c, radius r),
the contour integral of the resolvent is the projector on the levels inside,
and its N-point midpoint rule is the filter 1/(1 + x^N), x = (E - c)/r.
Nodes: exp(2 pi i (j - 1/2)/N), j = 1..N.  Atomic units inside the program.
Example: electron in a hard-wall box with a linear potential, on a grid.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10


def circle_nodes(n_nodes, offset=0.5):
    return np.exp(2j * np.pi * (np.arange(n_nodes) + offset) / n_nodes)


def quadrature_filter(x, n_nodes, offset=0.5):
    """Quadrature sum for the scalar contour integral, from its definition."""
    nodes = circle_nodes(n_nodes, offset)
    return np.mean(nodes / (nodes - x))


# Scalar filter at complex points, for both placements of the nodes
for n_nodes in range(1, 13):
    for radius in (0.3, 0.9, 1.2, 2.0):
        for angle in (0.17, 1.3, 2.9, 4.4):
            x = radius * np.exp(1j * angle)
            midpoint = quadrature_filter(x, n_nodes)
            assert abs(midpoint - 1 / (1 + x**n_nodes)) < 1e-11
            shifted = quadrature_filter(x, n_nodes, 0.0)
            assert abs(shifted - 1 / (1 - x**n_nodes)) < 1e-11

# Window edges: one half for even N; poles for odd N or unshifted nodes
for edge in (-1.0, 1.0):
    assert abs(quadrature_filter(edge, 8) - 0.5) < 1e-12
assert abs(quadrature_filter(-1 + 1e-6, 7)) > 1e4
assert abs(quadrature_filter(1 - 1e-6, 8, 0.0)) > 1e4

# Aliasing: averages of inverse powers of the nodes
for power in range(0, 25):
    average = np.mean(circle_nodes(8) ** (-power))
    expected = (-1) ** (power // 8) if power % 8 == 0 else 0
    assert abs(average - expected) < 1e-12

# Matrix identity for a defective, non-normal matrix
defective = np.array([[0.5, 1.0, 0.0], [0.0, 0.5, 0.3], [0.0, 0.0, 1.4]])
matrix_sum = sum(z * np.linalg.inv(z * np.eye(3) - defective)
                 for z in circle_nodes(8)) / 8
closed_form = np.linalg.inv(np.eye(3) + np.linalg.matrix_power(defective, 8))
assert np.max(abs(matrix_sum - closed_form)) < 1e-11

# Grid Hamiltonian
box_ang, spacing_ang, slope_ev_ang = 20.0, 0.1, 0.1
centre_ev, radius_ev = 11.0, 3.0
n_grid = int(round(box_ang / spacing_ang)) - 1
position_ang = spacing_ang * np.arange(1, n_grid + 1) - box_ang / 2
spacing = spacing_ang / BOHR_ANG
hamiltonian = (np.diag(1 / spacing**2 + slope_ev_ang * position_ang / HARTREE_EV)
               - np.diag(np.full(n_grid - 1, 0.5 / spacing**2), 1)
               - np.diag(np.full(n_grid - 1, 0.5 / spacing**2), -1))
centre, radius = centre_ev / HARTREE_EV, radius_ev / HARTREE_EV
identity = np.eye(n_grid)
energies, vectors = np.linalg.eigh(hamiltonian)
scaled = (energies - centre) / radius
inside = np.abs(scaled) < 1
wanted = np.where(inside)[0]
n_inside = len(wanted)
assert n_inside == 3
projector = vectors[:, inside] @ vectors[:, inside].T

# Contour integral of the resolvent by Gauss-Legendre quadrature in the angle
abscissae, weights = np.polynomial.legendre.leggauss(400)
integral = np.zeros((n_grid, n_grid), dtype=complex)
for t, w in zip(abscissae, weights):
    phase = np.exp(1j * np.pi * (t + 1))
    resolvent = np.linalg.inv((centre + radius * phase) * identity - hamiltonian)
    integral += 0.5 * w * radius * phase * resolvent
integral_error = np.max(abs(integral - projector))
assert integral_error < 1e-9


def apply_filter(block, n_nodes):
    """Midpoint rule on a real block, using only upper half-plane nodes."""
    result = np.zeros(block.shape)
    for z in circle_nodes(n_nodes)[: n_nodes // 2]:
        shifted_matrix = (centre + radius * z) * identity - hamiltonian
        result += (z * np.linalg.solve(shifted_matrix, block)).real
    return 2 * radius * result / n_nodes


def projector_error(n_nodes):
    filtered = apply_filter(identity, n_nodes)
    return np.linalg.norm(filtered - projector, 2), np.trace(filtered)


# Filter error in the spectral norm against the closed formula
delta = max(np.max(abs(scaled[inside])), 1 / np.min(abs(scaled[~inside])))
table = []
for n_nodes in (8, 16, 32):
    error, trace = projector_error(n_nodes)
    assert abs(error - delta**n_nodes / (1 + delta**n_nodes)) < 1e-10
    table.append((n_nodes, error, trace))

# Smallest even number of nodes for a target error, checked with real filters
target = 1e-6
n_required = 2 * int(np.ceil(np.log(1 / target - 1) / np.log(1 / delta) / 2))
error_required = projector_error(n_required)[0]
error_before = projector_error(n_required - 2)[0]
assert error_required <= target < error_before

# Filtered subspace iteration with a block of exactly the wanted size
n_filter, n_steps = 8, 10
filter_values = 1 / (1 + scaled**n_filter)
filtered_matrix = apply_filter(identity, n_filter)
spectral_matrix = (vectors * filter_values) @ vectors.T
assert np.max(abs(filtered_matrix - spectral_matrix)) < 1e-10
rng = np.random.default_rng(7)
basis = np.linalg.qr(rng.standard_normal((n_grid, n_inside)))[0]
distances, ritz_errors = [], []
for step in range(n_steps):
    basis = np.linalg.qr(apply_filter(basis, n_filter))[0]
    exact = vectors[:, wanted]
    distances.append(np.linalg.norm(exact - basis @ (basis.T @ exact), axis=0))
    ritz = np.linalg.eigvalsh(basis.T @ hamiltonian @ basis)
    ritz_errors.append(abs(ritz - energies[wanted]))
measured = distances[-1] / distances[-2]
predicted = np.max(filter_values[~inside]) / filter_values[wanted]
assert np.all(abs(measured / predicted - 1) < 1e-3)
slowest = int(np.argmax(predicted))
energy_factor = ritz_errors[6][slowest] / ritz_errors[5][slowest]
assert abs(energy_factor / predicted[slowest] ** 2 - 1) < 0.02
final_error_ev = np.max(ritz_errors[-1]) * HARTREE_EV
assert final_error_ev < 1e-5

print(f"Box length: {box_ang:.1f} angstrom")
print(f"Grid spacing: {spacing_ang:.1f} angstrom")
print(f"Interior grid points: {n_grid}")
print(f"Potential slope: {slope_ev_ang:.1f} eV/angstrom")
print(f"Window centre: {centre_ev:.1f} eV")
print(f"Window radius: {radius_ev:.1f} eV")
print(f"Levels inside the window: {n_inside}")
print("Level number, energy (eV), scaled x, filter value for N = 8:")
for k in range(wanted[0] - 2, wanted[-1] + 3):
    print(f"  {k + 1:3d} {energies[k] * HARTREE_EV:9.4f} eV"
          f" {scaled[k]:8.4f} {filter_values[k]:8.5f}")
print(f"Contour integral minus projector, largest entry: {integral_error:.1e}")
print(f"delta: {delta:.5f}")
print("N, norm of filter minus projector, trace of filter:")
for n_nodes, error, trace in table:
    print(f"  {n_nodes:3d} {error:.6f} {trace:.5f}")
print(f"Target norm error: {target:.0e}")
print(f"Smallest sufficient even N: {n_required}")
print(f"Norm error at that N: {error_required:.3e}")
print(f"Norm error at N two lower: {error_before:.3e}")
print(f"Subspace iteration: N = {n_filter}, block size {n_inside}")
print("Level, measured and predicted vector contraction per step:")
for i, k in enumerate(wanted):
    print(f"  {k + 1:3d} {measured[i]:.5f} {predicted[i]:.5f}")
print(f"Slowest level, measured energy-error factor, step 6 to 7:"
      f" {energy_factor:.4f}")
print(f"Slowest level, predicted factor squared: {predicted[slowest]**2:.4f}")
print(f"Largest Ritz energy error after {n_steps} steps: {final_error_ev:.1e} eV")
print("Ritz energies after the last step:")
for i, k in enumerate(wanted):
    print(f"  level {k + 1}: {ritz[i] * HARTREE_EV:.4f} eV"
          f" = {ritz[i]:.6f} hartree")
print("PASS")
```

Printed output:

```
Box length: 20.0 angstrom
Grid spacing: 0.1 angstrom
Interior grid points: 199
Potential slope: 0.1 eV/angstrom
Window centre: 11.0 eV
Window radius: 3.0 eV
Levels inside the window: 3
Level number, energy (eV), scaled x, filter value for N = 8:
    8    6.0221 eV  -1.6593  0.01710
    9    7.6127 eV  -1.1291  0.27458
   10    9.3901 eV  -0.5366  0.99317
   11   11.3538 eV   0.1179  1.00000
   12   13.5031 eV   0.8344  0.80979
   13   15.8373 eV   1.6124  0.02142
   14   18.3558 eV   2.4519  0.00076
Contour integral minus projector, largest entry: 2.1e-15
delta: 0.88565
N, norm of filter minus projector, trace of filter:
    8 0.274585 3.12032
   16 0.125322 3.07377
   32 0.020116 3.01708
Target norm error: 1e-06
Smallest sufficient even N: 114
Norm error at that N: 9.723e-07
Norm error at N two lower: 1.240e-06
Subspace iteration: N = 8, block size 3
Level, measured and predicted vector contraction per step:
   10 0.27647 0.27647
   11 0.27458 0.27458
   12 0.33908 0.33908
Slowest level, measured energy-error factor, step 6 to 7: 0.1150
Slowest level, predicted factor squared: 0.1150
Largest Ritz energy error after 10 steps: 2.0e-08 eV
Ritz energies after the last step:
  level 10: 9.3901 eV = 0.345081 hartree
  level 11: 11.3538 eV = 0.417246 hartree
  level 12: 13.5031 eV = 0.496230 hartree
PASS
```
